# Axial Ligand Loss from M(CO)6 in the Angular Overlap Model

## 1. A sixth of the ligands, a third of the shift

Take a metal d level at $-0.30$ hartree and surround it octahedrally with six equivalent ligands whose σ orbitals lie at $-0.70$ hartree. With the coupling strengths given in section 6, and to second order in the coupling, the $d_{z^2}$ level rises by 0.027 hartree. Remove one ligand on the $z$ axis, hold the other five in place, and the rise is 0.018 hartree. One sixth of the ligands has gone, but one third of the destabilisation has gone with it.

The angular overlap model explains this by counting. It expresses the shift as a multiple of one coupling unit $e_\sigma$, and the multiple falls from three to two:

$$
\Delta E_{z^2}(\mathrm{ML_6})=3e_\sigma,\qquad
\Delta E_{z^2}(\mathrm{ML_5})=2e_\sigma .
$$

Here L is CO bound through carbon, reduced to one σ orbital weakly coupled to the metal, and $\Delta E$ is measured from the uncoupled d level. The count is a property of this model; sections 6 to 8 show why the levels of a real carbonyl need not keep the ratio 3:2. The statement concerns one orbital energy. It is not a statement about the M–CO bond energy.

## 2. The model

The metal is at the origin and the ligands sit on the Cartesian axes. The assumptions are these.

- The five d orbitals have a common energy $\varepsilon_d$ before coupling.
- Each CO offers one σ orbital, the carbon lone pair, with energy $\varepsilon_L<\varepsilon_d$. These orbitals are equivalent, mutually orthogonal and uncoupled.
- Each metal–ligand interaction is cylindrically symmetric about its own bond axis, and the interactions add.
- Metal s and p orbitals are left out.
- The remaining ligands keep their positions and their $e_\sigma$ when one ligand leaves.

All orbitals are real and normalised. For a ligand on the $+z$ axis, let $s$ be the overlap of its σ orbital with $d_{z^2}$, and $h$ the corresponding Hamiltonian element. Ligands elsewhere have the same $s$ and $h$ multiplied by an angular factor, which is found next.

## 3. The angular factor

Apart from a common radial function and normalisation constant, $d_{z^2}$ is $\tfrac12(3z^2-r^2)$. Since it is symmetric about $z$, we may place the ligand in the $xz$ plane at polar angle $\theta$. Choose local axes with $z'$ pointing from metal to ligand, $x'$ in the direction of increasing $\theta$, and $y'=y$. Then

$$
z=z'\cos\theta-x'\sin\theta .
$$

Squaring and inserting this gives

$$
\tfrac12(3z^2-r^2)=\tfrac12\left(3z'^2\cos^2\theta-6x'z'\sin\theta\cos\theta+3x'^2\sin^2\theta-r^2\right).
$$

To sort the terms by their symmetry about the bond, write

$$
x'^2=\tfrac12(r^2-z'^2)+\tfrac12(x'^2-y'^2).
$$

Inside the bracket, the coefficient of $z'^2$ becomes

$$
3\cos^2\theta-\tfrac32\sin^2\theta=\tfrac32(3\cos^2\theta-1),
$$

and that of $r^2$ becomes

$$
\tfrac32\sin^2\theta-1=-\tfrac12(3\cos^2\theta-1).
$$

These two terms combine into a $d_{z'^2}$ function. The normalised partners of $\tfrac12(3z'^2-r^2)$ are $\sqrt3\,x'z'$ and $\tfrac{\sqrt3}{2}(x'^2-y'^2)$, so

$$
d_{z^2}=\frac{3\cos^2\theta-1}{2}\,d_{z'^2}
-\frac{\sqrt3}{2}\sin2\theta\,d_{x'z'}
+\frac{\sqrt3}{2}\sin^2\theta\,d_{x'^2-y'^2}.
$$

The three components have σ, π and δ symmetry about the bond. The ligand σ orbital is unchanged by rotation about $z'$, and so is the pair interaction. The π and δ components therefore give zero, both in the overlap and in the Hamiltonian element. What remains is

$$
S=sF,\qquad H=hF,\qquad F(\theta)=\frac{3\cos^2\theta-1}{2}.
$$

An axial ligand has $F=1$. An equatorial ligand has $F=-\tfrac12$: it meets the ring of $d_{z^2}$, whose sign is opposite to that of the axial lobes and whose amplitude is half as large.

We also need the factors of the other d orbitals. Any d orbital can be expanded in the same way in d functions of σ, π and δ symmetry about the bond. On the bond axis the π and δ functions vanish, so the value of the orbital there comes from its $d_{z'^2}$ component alone. A real d orbital therefore has a σ factor equal to its angular function in the ligand direction, scaled so that $d_{z^2}$ gives 1 on the $z$ axis. For $d_{x^2-y^2}$ this is $\tfrac{\sqrt3}{2}(x^2-y^2)$ with $(x,y,z)$ a unit vector. It equals $\tfrac{\sqrt3}{2}$ on the $x$ axis, $-\tfrac{\sqrt3}{2}$ on the $y$ axis and zero on the $z$ axis. The factors of $d_{xy}$, $d_{xz}$ and $d_{yz}$ are $\sqrt3$ times a product of two coordinates, and vanish on all three axes.

These factors were tested at general angles against overlap and one-electron Hamiltonian integrals between Gaussian orbitals, for a single metal–ligand pair.

## 4. From couplings to an energy shift

Write a molecular orbital as $\sum_a c_a d_a+\sum_i c_i\sigma_i$, where $a$ labels d orbitals and $i$ labels ligands. Let $F_{ia}$ be the factor of orbital $a$ at ligand $i$. The secular equations $(H-ES)c=0$ are

$$
(E-\varepsilon_d)c_a=(h-Es)\sum_iF_{ia}c_i,
$$

$$
(E-\varepsilon_L)c_i=(h-Es)\sum_bF_{ib}c_b .
$$

Solve the second for $c_i$ and insert it in the first:

$$
(E-\varepsilon_d)c_a=\frac{(h-Es)^2}{E-\varepsilon_L}\sum_bA_{ab}c_b,
\qquad A_{ab}=\sum_iF_{ia}F_{ib}.
$$

The geometry enters through the matrix $A$ alone. If the d part of the orbital is an eigenvector of $A$ with eigenvalue $n$, then

$$
(E-\varepsilon_d)(E-\varepsilon_L)=n(h-Es)^2 .
$$

No small quantity has been neglected so far. For weak coupling the upper root lies close to $\varepsilon_d$. We may then put $E=\varepsilon_d$ in $h-Es$ and in $E-\varepsilon_L$, which gives

$$
E-\varepsilon_d\approx n\,e_\sigma,\qquad
e_\sigma=\frac{(h-\varepsilon_ds)^2}{\varepsilon_d-\varepsilon_L}.
$$

The numerator is a square and the denominator is positive, so $e_\sigma>0$ unless $h=\varepsilon_ds$, where it vanishes: the lower-lying ligand orbital pushes the d level up. The sign of $F$ is also lost in the square, which is why equatorial ligands raise $d_{z^2}$ just as axial ones do.

## 5. Counting the units

For ligands on the axes, the diagonal element of $A$ for $d_{z^2}$ is the number of axial ligands plus one quarter of the number of equatorial ligands:

$$
n_6=2(1)^2+4\left(-\tfrac12\right)^2=2+1=3,
$$

$$
n_5=1(1)^2+4\left(-\tfrac12\right)^2=1+1=2 .
$$

A diagonal element is a level shift only if $d_{z^2}$ does not mix with another d orbital. The one candidate is $d_{x^2-y^2}$, because the factors of the other three vanish. Each ligand on the $x$ axis contributes $(-\tfrac12)(\tfrac{\sqrt3}{2})=-\tfrac{\sqrt3}{4}$ to the cross element, and each on the $y$ axis contributes $+\tfrac{\sqrt3}{4}$. With two of each the sum is zero. Axial ligands contribute nothing, so the cancellation survives the loss of one of them. This completes the derivation.

The $d_{x^2-y^2}$ level has $n=4\cdot\tfrac34=3$ in both complexes. The two levels are degenerate in the octahedron and separate by $e_\sigma$ in the square pyramid, with $d_{z^2}$ the lower.

The opening puzzle is now resolved. The four equatorial ligands together supply one unit, and each axial ligand supplies one unit by itself. Removing an axial ligand therefore removes one of three equal shares.

**Removing a different ligand.** All six sites of an octahedron are equivalent, so the levels cannot depend on which ligand leaves. Suppose it is the one on $+x$. In the basis $(d_{z^2},d_{x^2-y^2})$ its factors form the unit vector $f=(-\tfrac12,\tfrac{\sqrt3}{2})$, and

$$
A=3\begin{pmatrix}1&0\\0&1\end{pmatrix}-ff^{T}
=\begin{pmatrix}\tfrac{11}{4}&\tfrac{\sqrt3}{4}\\[2pt]\tfrac{\sqrt3}{4}&\tfrac94\end{pmatrix}.
$$

The diagonal element for $d_{z^2}$ is 2.75, but it is no longer a level, since the cross element is not zero. Acting on $f$ gives $Af=3f-f=2f$, and a vector perpendicular to $f$ has eigenvalue 3. The lowered orbital is

$$
-\tfrac12\cdot\tfrac12(3z^2-r^2)+\tfrac{\sqrt3}{2}\cdot\tfrac{\sqrt3}{2}(x^2-y^2)=\tfrac12(3x^2-r^2),
$$

which is the same shape pointing along $x$. The rule "three to two" thus belongs to the d orbital directed at the vacant site.

## 6. Numbers

The parameters are round values chosen for illustration and are not fitted to a carbonyl: $\varepsilon_d=-0.30$, $\varepsilon_L=-0.70$ and $h=-0.09$ hartree, with $s=0.10$. Then

$$
\varepsilon_d-\varepsilon_L=0.40\ \text{hartree},
$$

$$
h-\varepsilon_ds=-0.09+0.30\times0.10=-0.06\ \text{hartree},
$$

$$
e_\sigma=\frac{(-0.06)^2}{0.40}=0.009\ \text{hartree}.
$$

The shifts are $3e_\sigma=0.027$ hartree (0.735 eV) and $2e_\sigma=0.018$ hartree (0.490 eV). The level falls by 0.009 hartree (0.245 eV) when the axial ligand leaves.

Diagonalizing the full secular problem gives 0.02764 and 0.01828 hartree, with a ratio of 1.512 instead of 1.5. The next order accounts for the difference. Set $x=E-\varepsilon_d$, $\Delta=\varepsilon_d-\varepsilon_L$ and $v=h-\varepsilon_ds$, so that $h-Es=v-sx$. The equation of section 4 becomes

$$
x(\Delta+x)=n(v-sx)^2 .
$$

Write $x=x_1+x_2$ with $x_1=nv^2/\Delta=ne_\sigma$. The terms of next order satisfy $\Delta x_2+x_1^2=-2nvsx_1$, hence

$$
x_2=-\frac{n^2e_\sigma(e_\sigma+2vs)}{\Delta}.
$$

Here $e_\sigma+2vs=0.009-0.012=-0.003$ hartree, so $x_2$ is positive. It is about 0.0006 hartree for $n=3$ and 0.0003 hartree for $n=2$, which reproduces the excess over the simple count. Because $x_2$ grows as $n^2$, it raises the ratio above 3/2. With $s=0$ the correction would be negative and the ratio would fall below 3/2.

The integers are therefore properties of the weak-coupling limit, $e_\sigma\ll\Delta$. The parameters above have $e_\sigma/\Delta\approx0.02$. CO is a strong-field ligand, for which $e_\sigma$ is not small against $\Delta$, so in a real carbonyl the count is a qualitative guide only. When $h$ and $s$ are both multiplied by 0.01, the diagonalized shifts divided by the correspondingly reduced $e_\sigma$ are 3.00001 and 2.00000.

## 7. Back-donation and bending

CO also has empty π* orbitals, which accept electron density from the metal. They couple to the π component of $d_{z^2}$, whose factor from section 3 is $-\tfrac{\sqrt3}{2}\sin2\theta$. This vanishes at $\theta=0$, $90^\circ$ and $180^\circ$. With all ligands on the axes, and within the assumptions of section 2, back-donation therefore leaves the $d_{z^2}$ count untouched, however strong it is. This does not carry over to a real square pyramid: the basal π* orbitals parallel to $z$ form a combination with the symmetry of $d_{z^2}$, and it mixes into the level once metal $p_z$ or coupling between ligands is admitted.

This protection depends on the right angles. Let the four basal ligands of the square pyramid make an angle $\theta$ with the apical bond. Fourfold symmetry still keeps $d_{z^2}$ apart from the other d orbitals. Summing squared factors over one apical and four basal ligands gives

$$
\Delta E_{z^2}=\left[1+(3\cos^2\theta-1)^2\right]e_\sigma+3\sin^2(2\theta)\,e_\pi .
$$

The first bracket contains $4\left[\tfrac12(3\cos^2\theta-1)\right]^2$, and the last term is $4\cdot\tfrac34\sin^2 2\theta$. The unit $e_\pi$ is defined like $e_\sigma$, with the π orbital energy in the denominator. It is negative when the π* orbitals, which lie above the d level, dominate.

At $\theta=100^\circ$ the shift is $1.83\,e_\sigma+0.35\,e_\pi$. For small departures $\delta$ from $90^\circ$, in radians, $\cos^2\theta\approx\delta^2$ and $\sin^2 2\theta\approx4\delta^2$, so

$$
\Delta E_{z^2}\approx(2-6\delta^2)e_\sigma+12\delta^2e_\pi .
$$

Within the model and to second order in the coupling there is no linear term, and the count of two is insensitive to slight bending. This rests on leaving out metal s and p orbitals and coupling between ligands. With them, bending towards and away from the apical ligand are not equivalent, and a linear term appears. For a net π acceptor, both corrections lower the level.

## 8. Where the count fails

**Coupling between ligands.** Let neighbouring (cis) σ orbitals have a Hamiltonian element $t$ but no overlap. Ligand elimination then gives, to second order in the metal–ligand coupling,

$$
E-\varepsilon_d\approx v^2f^{T}(\varepsilon_d-H_L)^{-1}f,
$$

where $f$ now lists the $d_{z^2}$ factors of all ligands and $H_L$ is the ligand Hamiltonian.

For six ligands $f=(1,1,-\tfrac12,-\tfrac12,-\tfrac12,-\tfrac12)$. The neighbours of an axial ligand contribute $4t(-\tfrac12)=-2t$, which is $-2t$ times its own amplitude. Those of an equatorial ligand contribute $t(1+1-\tfrac12-\tfrac12)=t$, again $-2t$ times its own amplitude. So $f$ is an eigenvector with energy $\varepsilon_L-2t$, and the count becomes $3\Delta/(\Delta+2t)$.

For five ligands let $a$ be the apical orbital and $b$ half the sum of the four basal ones, so that $f=a-b$. The energy of $b$ is $\varepsilon_L+2t$, because each basal ligand has two basal neighbours. The element between $a$ and $b$ is $\tfrac12\cdot4t=2t$. We need the solution $(p,q)$ of

$$
\Delta p-2tq=1,\qquad -2tp+(\Delta-2t)q=-1 .
$$

With $D=\Delta^2-2t\Delta-4t^2$ it is $p=(\Delta-4t)/D$ and $q=(2t-\Delta)/D$. The count is

$$
\Delta(p-q)=\frac{\Delta(2\Delta-6t)}{\Delta^2-2t\Delta-4t^2}.
$$

For $t=0.01$ hartree the counts are 2.86 and 1.95, and for $t=-0.01$ hartree they are 3.16 and 2.05. They return to 3 and 2 at $t=0$. For lone pairs that all point at the metal with the same phase, the in-phase combination, at $\varepsilon_L+4t$ in the octahedron, is the lowest, so $t$ is negative and real cis coupling raises the counts. In a carbonyl the cis lone pairs also overlap, by an amount comparable with $s$.

**Unequal coupling units.** If axial and equatorial ligands have units $e_{ax}$ and $e_{eq}$, the second-order shifts are $2e_{ax}+e_{eq}$ and $e_{ax}+e_{eq}$. The lowering is then one axial unit. If the remaining bonds change on ligand loss, the units before and after can differ, and the lowering need not equal one axial unit.

**Metal s and p orbitals.** A metal s orbital has the same σ factor at every site. Its coupling to $d_{z^2}$ through the ligands is proportional to $\sum_iF_i$, which is $2-4\cdot\tfrac12=0$ for six ligands and $1-2=-1$ for five. For $p_z$ the sum is $\sum_iF_i\cos\theta_i$, which is $1-1=0$ for six and 1 for five. Both mixings are thus switched on by the loss of the axial ligand. If these orbitals lie above $d_{z^2}$, the mixing lowers it further, by an amount that the present model does not supply.

**Orbital energy and bond energy.** In a low-spin $d^6$ hexacarbonyl, $d_{z^2}$ is empty, so its fall does not by itself change the sum of occupied orbital energies. The occupied partner is the bonding combination of ligand orbitals. Its energy is the lower root of the equation in section 4. Putting $E=\varepsilon_L$ in $h-Es$ and in $E-\varepsilon_d$ shows that it lies $n(h-\varepsilon_Ls)^2/(\varepsilon_d-\varepsilon_L)$ below $\varepsilon_L$ to second order. Losing an axial ligand reduces $n$ from three to two here as well, but with overlap included the unit generally differs from $e_\sigma$. With the parameters of section 6 it is $(-0.02)^2/0.40=0.001$ hartree, one ninth of $e_\sigma$, so for these parameters the antibonding level rises more than the bonding level falls. A bond energy would further require π bonding, electron repulsion and relaxation of the fragments.

The numerical output below lists the main angular factors, level counts and energies.

## Table of computed values

```
Angular factors from Gaussian integrals
F of z2, axial ligand: 1.0000
F of z2, equatorial ligand: -0.5000
F squared, axial: 1.0000
F squared, equatorial: 0.2500
largest pi factor of z2 on the axes: 0.0000
Coupling units (multiples of e_sigma)
z2, six ligands: 3.0000
z2, one axial ligand removed: 2.0000
x2-y2, six ligands: 3.0000
x2-y2, one axial ligand removed: 3.0000
z2/x2-y2 cross element, axial removed: 0.0000
z2 diagonal, one x ligand removed: 2.7500
upper eigenvalue, x ligand removed: 3.0000
lower nonzero eigenvalue, x ligand removed: 2.0000
Model parameters and energies
e_d: -0.30 hartree
e_L: -0.70 hartree
h: -0.09 hartree
s: 0.10 (dimensionless)
e_d - e_L: 0.40 hartree
h - e_d s: -0.060 hartree
e_sigma: 0.00900 hartree
second-order shift, six ligands: 0.02700 hartree
same: 0.735 eV
second-order shift, five ligands: 0.01800 hartree
same: 0.490 eV
lowering on axial loss: 0.00900 hartree
same: 0.245 eV
untruncated shift, six ligands: 0.02764 hartree
untruncated shift, five ligands: 0.01828 hartree
ratio of untruncated shifts: 1.5119
weak-coupling scale of h and s: 0.01
weak-coupling count, six ligands: 3.00001
weak-coupling count, five ligands: 2.00000
Limits of the simple count
cis ligand coupling t: 0.01 hartree
count with t, six ligands: 2.857
count with t, five ligands: 1.953
bent apical-M-basal angle: 100.0 degrees
bent pyramid, e_sigma coefficient of z2: 1.8273
bent pyramid, e_pi coefficient of z2: 0.3509
```
